# Core polarization and the angle-dependent electron-pair term in lead precursors: verification in Python

```python
"""Core-polarization potential of a large-core (Pb4+) lead pseudopotential.

Result under test: V = -(alpha/2) |F|^2, F = total field at the core.
For two electrons at r1, r2 with angle theta the square contains
    -alpha e^2 cos(theta) / (r1^2 r2^2),
attractive below 90 degrees and repulsive above.
alpha: static dipole polarizability of the core; rho: cutoff length in
g(r) = 1 - exp(-r^2/rho^2), which multiplies the field of each charge.
The core is computed with its 5s, 5p, 5d electrons explicit; external point
charges then test the potential. Quantum chemistry runs in atomic units,
the model potential in nm and eV (Gaussian units, e^2 in eV nm).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import cho_factor, cho_solve, cholesky, eigh
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, lib

lib.num_threads(1)
HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e9
E2 = HARTREE * BOHR

# ---------- quantum model: valence pair coupled to a core oscillator ----------
def coupled_model(core_energy, strength=0.2, levels=15):
    """Ground energies: exact, with V = -alpha F^2/2, and without cross term.
    Valence level spacing is 1; strength is alpha times the unit field squared."""
    sx, sz, one = np.array([[0., 1.], [1., 0.]]), np.diag([1., -1.]), np.eye(2)
    h_val = 0.5 * (np.kron(sz, one) + np.kron(one, sz))
    f1, f2 = np.kron(sx, one), np.kron(one, sx)
    field = f1 + f2
    lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
    dipole = np.sqrt(strength * core_energy / 2) * (lower + lower.T)
    full = (np.kron(h_val, np.eye(levels)) - np.kron(field, dipole)
            + core_energy * np.kron(np.eye(4), np.diag(np.arange(levels))))
    squared = h_val - 0.5 * strength * field @ field
    no_cross = h_val - 0.5 * strength * (f1 @ f1 + f2 @ f2)
    return [np.linalg.eigvalsh(m)[0] for m in (full, squared, no_cross)]

slow, fast = coupled_model(20.0), coupled_model(200.0)
error_slow, error_fast = abs(slow[0] - slow[1]), abs(fast[0] - fast[1])
error_no_cross = abs(fast[0] - fast[2])
assert 7 < error_slow / error_fast < 12      # error falls as 1/core energy
assert error_no_cross > 5 * error_fast       # the cross term is needed

# ---------- Pb4+ core with explicit 5s 5p 5d electrons ----------
def tempered(l, smallest, ratio, count):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(count)]

basis = (tempered(0, 0.25, 2.1, 7) + tempered(1, 0.25, 2.1, 7)
         + tempered(2, 0.22, 2.1, 6) + tempered(3, 0.30, 2.1, 4)
         + tempered(4, 0.60, 2.5, 2))
mol = gto.M(atom="Pb 0 0 0", basis={"Pb": basis}, ecp={"Pb": "def2-tzvp"},
            charge=4, spin=0, verbose=0)
assert mol.nelectron == 18
eri = mol.intor("int2e", aosym="s8")
h_core = scf.hf.get_hcore(mol)
z_matrix = mol.intor("int1e_r")[2]

def run_scf(potential, guess=None):
    mf = scf.RHF(mol)
    mf._eri = eri
    mf.get_hcore = lambda *args: h_core + potential
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-6, 100
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf

def charge_potential(q, position):
    """Energy operator of a core electron near charge q (units e, bohr)."""
    with mol.with_rinv_origin(position):
        return -q * mol.intor("int1e_rinv")

def direction(degrees):
    t = np.radians(degrees)
    return np.array([np.sin(t), 0.0, np.cos(t)])

free = run_scf(np.zeros_like(h_core))
dm_free = free.make_rdm1()
n_occ = 9
assert np.ptp(free.mo_energy[4:9]) < 1e-4    # five equal 5d levels: closed shell

def mp2_energy(mf):
    occ, vir = mf.mo_coeff[:, :n_occ], mf.mo_coeff[:, n_occ:]
    n_vir = vir.shape[1]
    g = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
    g = g.reshape(n_occ, n_vir, n_occ, n_vir)
    gap = mf.mo_energy[:n_occ, None] - mf.mo_energy[None, n_occ:]
    denominator = gap[:, :, None, None] + gap[None, None, :, :]
    corr = np.sum(g * (2 * g - g.transpose(0, 3, 2, 1)) / denominator)
    return mf.e_tot + corr, g

# Finite uniform field: energy and induced dipole separately
field_au = 0.02
in_field = run_scf(field_au * z_matrix, dm_free)
alpha_energy = -2 * (in_field.e_tot - free.e_tot) / field_au**2
alpha_dipole = -np.sum(in_field.make_rdm1() * z_matrix) / field_au
assert abs(alpha_energy / alpha_dipole - 1) < 0.01
mp2_free, ovov = mp2_energy(free)
mp2_field, _ = mp2_energy(in_field)
alpha_mp2 = -2 * (mp2_field - mp2_free) / field_au**2

# Coupled linear response of the same core
occ, vir = free.mo_coeff[:, :n_occ], free.mo_coeff[:, n_occ:]
n_vir = vir.shape[1]
size = n_occ * n_vir
oovv = ao2mo.general(eri, (occ, occ, vir, vir), compact=False)
oovv = oovv.reshape(n_occ, n_occ, n_vir, n_vir).transpose(0, 2, 1, 3)
swapped = ovov.transpose(0, 3, 2, 1)
gaps = np.diag((free.mo_energy[None, n_occ:]
                - free.mo_energy[:n_occ, None]).ravel())
plus = gaps + (4 * ovov - oovv - swapped).reshape(size, size)
minus = gaps + (swapped - oovv).reshape(size, size)
plus_factor = cho_factor(plus)

def to_orbitals(potential):
    return (occ.T @ potential @ vir).ravel()

def response(v1, v2):
    """Bilinear second-order energy of two perturbations (hartree)."""
    return -4 * v1 @ cho_solve(plus_factor, v2)

z_vec = to_orbitals(z_matrix)
alpha = -response(z_vec, z_vec)
assert abs(alpha / alpha_energy - 1) < 0.01
alpha_nm3 = alpha * BOHR**3

# Core excitation spectrum and the loss of response at finite valence energy
lower = cholesky(minus, lower=True)
squares, modes = eigh(lower.T @ plus @ lower)
omega = np.sqrt(squares)
weight = (z_vec @ lower @ modes)**2
assert abs(np.sum(4 * weight / omega**2) / alpha - 1) < 1e-6
share = 4 * weight / omega**2 / alpha
first_excitation = omega[share > 0.01][0] * HARTREE
valence_ev = 5.0
alpha_slow = np.sum(4 * weight / (omega * (omega + valence_ev / HARTREE)))
assert alpha_slow < alpha

# ---------- pair term from self-consistent energies, no use of the formula ----
far_nm = 0.30
far = far_nm / BOHR
v_axis = charge_potential(-1, far * direction(0))
single = run_scf(v_axis, dm_free).e_tot
def scf_pair(degrees):
    both = v_axis + charge_potential(-1, far * direction(degrees))
    return run_scf(both, dm_free).e_tot - 2 * single + free.e_tot
pair60, pair120 = scf_pair(60), scf_pair(120)
v_plus = charge_potential(+1, far * direction(60))
single_plus = run_scf(v_plus, dm_free).e_tot
pair_plus = (run_scf(v_axis + v_plus, dm_free).e_tot
             - single - single_plus + free.e_tot)
point60 = -alpha * 0.5 / far**4
assert pair60 < 0 < pair120
# octupole and nonlinear response remain in the self-consistent energies
assert abs((pair60 - pair120) / 2 / point60 - 1) < 0.10
assert pair_plus > 0 and abs(pair_plus / pair60 + 1) < 0.15

def charge_vec(q, position):
    return to_orbitals(charge_potential(q, position))

axis_vec = charge_vec(-1, far * direction(0))
def response_pair(degrees):
    return response(axis_vec, charge_vec(-1, far * direction(degrees)))
angles = (0, 60, 90, 120, 180)
curve = {a: response_pair(a) for a in angles}
dipole_part = (curve[0] - curve[180]) / 2
even_part = (curve[0] + curve[180]) / 2
assert abs(dipole_part / (-alpha / far**4) - 1) < 0.05   # octupole remains
assert abs(curve[90] / (-even_part / 2) - 1) < 0.20      # l = 4 remains
nodes, weights = np.polynomial.legendre.leggauss(8)
average = 0.5 * sum(w * response_pair(np.degrees(np.arccos(x)))
                    for x, w in zip(nodes, weights))
assert abs(average / curve[0]) < 2e-3

# ---------- cutoff length from the core response to a near charge ----------
def core_damping(r):
    return -response(z_vec, charge_vec(-1, r * direction(0))) * r**2 / alpha
target = 1 - np.exp(-1)
inner = 5.0
while core_damping(inner) > target:
    inner -= 0.1
rho = brentq(lambda r: core_damping(r) - target, inner, inner + 0.1)
rho_nm = rho * BOHR
assert abs(core_damping(far) - 1) < 0.02

# ---------- damped model potential (nm, eV) ----------
def damping(r):
    return -np.expm1(-(r / rho_nm)**2)

def model_energy(charges, positions):
    """-alpha |F|^2 / 2 from the explicit vector sum of fields."""
    total = np.zeros(3)
    for q, p in zip(charges, positions):
        r = np.linalg.norm(p)
        total -= q * damping(r) * np.asarray(p) / r**3
    return -0.5 * alpha_nm3 * E2 * total @ total

def one_body(q, r):
    return -0.5 * alpha_nm3 * E2 * q**2 * damping(r)**2 / r**4

def two_body(q1, r1, q2, r2, cosine):
    return (-alpha_nm3 * E2 * q1 * q2 * cosine
            * damping(r1) * damping(r2) / (r1 * r2)**2)

rng = np.random.default_rng(3)
test_q = [-1, -1, -1, 2]
test_p = rng.normal(size=(4, 3)) * 0.2
test_r = np.linalg.norm(test_p, axis=1)
expanded = sum(one_body(q, r) for q, r in zip(test_q, test_r))
for i in range(4):
    for j in range(i):
        cosine = test_p[i] @ test_p[j] / test_r[i] / test_r[j]
        expanded += two_body(test_q[i], test_r[i], test_q[j], test_r[j], cosine)
assert abs(expanded / model_energy(test_q, test_p) - 1) < 1e-10
origin_depth = -alpha_nm3 * E2 / (2 * rho_nm**4)
assert abs(model_energy([-1], [[0, 0, 1e-5]]) / origin_depth - 1) < 1e-5

near_nm = 0.15
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
shapes = {"two, same side": np.array([direction(0), direction(0)]),
          "two, opposite": np.array([direction(0), direction(180)]),
          "four, tetrahedral": tetra}
results = {}
for name, unit in shapes.items():
    points = near_nm * unit
    ones = len(unit) * one_body(-1, near_nm)
    total = model_energy([-1] * len(unit), points)
    vec = sum(charge_vec(-1, p / BOHR) for p in points)
    results[name] = (ones, total - ones, total, 0.5 * response(vec, vec) * HARTREE)
assert abs(results["four, tetrahedral"][2]) < 1e-10
assert abs(results["two, opposite"][2]) < 1e-10
tetra_pair = two_body(-1, near_nm, -1, near_nm, tetra[0] @ tetra[1])
assert abs(6 * tetra_pair / results["four, tetrahedral"][1] - 1) < 1e-10
ligand_nm = 0.23
ligand_term = two_body(-1, near_nm, -1, ligand_nm, -1.0)

# ---------- output ----------
print("Coupled model, valence spacing = 1, alpha*field^2 = 0.2")
print(f" error of V, core energy 20:  {error_slow:.5f}")
print(f" error of V, core energy 200: {error_fast:.5f}")
print(f" error without cross term, core energy 200: {error_no_cross:.5f}")
print(f"Pb4+ core: {mol.nelectron} explicit electrons, {mol.nao} basis functions")
print(f"alpha, field energy:    {alpha_energy:.4f} bohr^3")
print(f"alpha, induced dipole:  {alpha_dipole:.4f} bohr^3")
print(f"alpha, linear response: {alpha:.4f} bohr^3 = {alpha_nm3:.4e} nm^3")
print(f"alpha, MP2 field energy: {alpha_mp2:.4f} bohr^3")
print(f"first strong core dipole excitation: {first_excitation:.2f} eV")
print(f"alpha at valence energy {valence_ev:.1f} eV: {alpha_slow:.4f} bohr^3"
      f" (ratio {alpha_slow / alpha:.3f})")
print(f"e^2 = {E2:.5f} eV nm")
print(f"Pair term, two charges -e at {far_nm:.2f} nm (meV)")
print(" angle(deg)  point dipole  full linear response")
for a in angles:
    point = -alpha * np.cos(np.radians(a)) / far**4 * HARTREE * 1e3
    print(f" {a:5d}      {point + 0.0:9.2f}     {curve[a] * HARTREE * 1e3:9.2f}")
print(f" self-consistent,  60 deg: {pair60 * HARTREE * 1e3:.2f} meV")
print(f" self-consistent, 120 deg: {pair120 * HARTREE * 1e3:.2f} meV")
print(f" charges -e and +e, 60 deg: {pair_plus * HARTREE * 1e3:.2f} meV")
print(f" average over directions: {average * HARTREE * 1e3:.4f} meV")
print(f"cutoff length rho: {rho:.4f} bohr = {rho_nm:.5f} nm")
print(" r(nm)   g from core   g model")
for r in (0.05, 0.10, 0.15, 0.20, 0.30):
    print(f" {r:.2f}    {core_damping(r / BOHR):8.4f}    {damping(r):8.4f}")
print(f"one-electron term at r -> 0: {origin_depth:.3f} eV")
print(f"Electrons at {near_nm:.2f} nm, energies in eV")
print(f" one electron alone: {one_body(-1, near_nm):.4f} eV")
print(f" one tetrahedral pair term: {tetra_pair:.4f} eV")
print(" arrangement: one-electron sum, pair sum, total, full core response")
for name, values in results.items():
    print(f" {name}: " + ", ".join(f"{round(v, 4) + 0.0:.4f}" for v in values))
print(f"ligand charge -e at {ligand_nm:.2f} nm, opposite one electron:"
      f" {ligand_term:.4f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
Coupled model, valence spacing = 1, alpha*field^2 = 0.2
 error of V, core energy 20:  0.00937
 error of V, core energy 200: 0.00098
 error without cross term, core energy 200: 0.01883
Pb4+ core: 18 explicit electrons, 104 basis functions
alpha, field energy:    3.6174 bohr^3
alpha, induced dipole:  3.6178 bohr^3
alpha, linear response: 3.6169 bohr^3 = 5.3597e-04 nm^3
alpha, MP2 field energy: 3.7305 bohr^3
first strong core dipole excitation: 29.56 eV
alpha at valence energy 5.0 eV: 3.2767 bohr^3 (ratio 0.906)
e^2 = 1.43996 eV nm
Pair term, two charges -e at 0.30 nm (meV)
 angle(deg)  point dipole  full linear response
     0         -95.28       -103.85
    60         -47.64        -46.37
    90          -0.00          3.92
   120          47.64         48.37
   180          95.28         87.97
 self-consistent,  60 deg: -45.57 meV
 self-consistent, 120 deg: 47.10 meV
 charges -e and +e, 60 deg: 46.40 meV
 average over directions: -0.0000 meV
cutoff length rho: 1.6157 bohr = 0.08550 nm
 r(nm)   g from core   g model
 0.05      0.1576      0.2896
 0.10      0.7800      0.7454
 0.15      0.9789      0.9539
 0.20      0.9990      0.9958
 0.30      1.0000      1.0000
one-electron term at r -> 0: -7.221 eV
Electrons at 0.15 nm, energies in eV
 one electron alone: -0.6937 eV
 one tetrahedral pair term: 0.4624 eV
 arrangement: one-electron sum, pair sum, total, full core response
 two, same side: -1.3873, -1.3873, -2.7746, -4.1983
 two, opposite: -1.3873, 1.3873, 0.0000, -0.9966
 four, tetrahedral: -2.7746, 2.7746, 0.0000, -0.6387
ligand charge -e at 0.23 nm, opposite one electron: 0.6181 eV
ALL CHECKS PASSED
```
